# Silicon Mobility Does Not Fix the Intervalley Phonon Couplings

An electron at the bottom of the conduction band of unstrained silicon sits in one of six equivalent valleys, two on each cubic axis. A phonon can send it to the opposite valley on the same axis, a g process, or to one of the four valleys on the other two axes, an f process. Let both kinds of phonon have the same energy, and let the couplings be $D_g$ and $D_f$. Each final valley offers the same density of states, so the total intervalley scattering rate is proportional to

$$S=4D_f^2+D_g^2 .$$

Take $D_f=D_g=6.58$, in units of $10^8$ eV/cm. Then $S=5(6.58)^2=216$. Now halve $D_f$ to 3.29 and double $D_g$ to 13.16. Then $S=4(3.29)^2+(13.16)^2=43+173=216$. The electron scatters as often as before, although the second crystal has a quarter of the f scattering and four times the g scattering.

The belief examined here is that couplings which reproduce the measured mobility of silicon are thereby determined, and can be carried over to strained layers and high fields. It has a sound core. Mobility falls steadily as any one coupling grows, so if everything else is known, one mobility does fix the last coupling. The error lies in counting several unknowns as one.

## The scattering rates

Let $E$ be the kinetic energy measured from the valley bottom and $k_i$ the wavevector measured from the same point. The band is ellipsoidal and nonparabolic:

$$\gamma(E)\equiv E(1+\alpha E)=\sum_i\frac{\hbar^2k_i^2}{2m_i}=\tfrac12u^2,\qquad u_i=\frac{\hbar k_i}{\sqrt{m_i}} .$$

The masses are $m_l$ along the valley axis and $m_t$ across it, and $m_d=(m_lm_t^2)^{1/3}$. States below $E$ fill a sphere of radius $\sqrt{2\gamma}$ in $u$ space. Since $d^3k=m_d^{3/2}d^3u/\hbar^3$, their number per volume, for one valley and one spin, is

$$\frac{1}{(2\pi)^3}\frac{m_d^{3/2}}{\hbar^3}\frac{4\pi}{3}(2\gamma)^{3/2}.$$

Differentiation with $d\gamma/dE=1+2\alpha E$ gives the density of states

$$N(E)=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3}\sqrt{\gamma}\,(1+2\alpha E),$$

with $N=0$ for $E<0$.

A phonon of frequency $\omega$ in a crystal of density $\rho$ and volume $V$ has squared displacement amplitude $\hbar/(2\rho V\omega)$. For a coupling $D$ that does not depend on wavevector (zero order), the squared matrix element is $\hbar D^2/(2\rho V\omega)$ times $n$ for absorption or $n+1$ for emission, where $n$ is the Bose occupation. Spin is conserved. The golden rule multiplies this by $2\pi/\hbar$ and by $VN$ at the final energy. The rate into one valley of equal bottom energy is therefore $D^2\Lambda(E)$, with

$$\Lambda(E)=\frac{\pi}{\rho\omega}\left[nN(E+\hbar\omega)+(n+1)N(E-\hbar\omega)\right].$$

Acoustic phonons scatter within a valley. Replace $D$ by $D_aq$ and $\omega$ by $v_sq$, where $v_s$ is the sound speed. If the phonon energy is small compared with $k_BT$, then $n\simeq n+1\simeq k_BT/(\hbar v_sq)$. Neglecting that energy in $N$ as well, the two terms add to

$$\frac1{\tau_a}=\frac{\pi D_a^2q^2}{\rho v_sq}\,\frac{2k_BT}{\hbar v_sq}\,N(E)=\frac{2\pi D_a^2k_BT}{\hbar\rho v_s^2}N(E).$$

The wavevector cancels, so this scattering is also taken as isotropic in $u$ space. In the unstrained crystal the total rate is $1/\tau=1/\tau_a+S\Lambda$.

## What low-field mobility measures

Let $x$ point along the force on the electron, whose magnitude is $eF$, so that the drift velocity is positive. The electrons are non-degenerate, with equilibrium distribution $f_0\propto e^{-E/k_BT}$. To first order in $F$, the steady Boltzmann equation for the change $\delta f$ is

$$eFv_x\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau}+(\text{scattering in}).$$

Every process here forgets the initial direction, so scattering in depends only on $\delta f$ averaged over directions. The driving term is odd in $u$. An odd $\delta f$ has zero average and makes the last term vanish, so it solves the equation. With $\partial f_0/\partial E=-f_0/k_BT$,

$$\delta f=\frac{eF\tau v_x}{k_BT}f_0,\qquad \mu=\frac{\langle v_x\rangle}{F}=\frac{e}{k_BT}\langle v_x^2\tau\rangle_0 .$$

The average runs over all valleys in equilibrium. From $\gamma=u^2/2$ the velocity is $v_i=u_i/[\sqrt{m_i}(1+2\alpha E)]$. The directional average of $u_x^2$ is $2\gamma/3$, so at fixed energy in one valley

$$\overline{v_x^2}=\frac{2\gamma}{3m_x(1+2\alpha E)^2}.$$

Unstrained valleys are equally filled, and averaging $1/m_x$ over them gives $1/m_c=(1/m_l+2/m_t)/3$. For masses of 0.92 and 0.19 electron masses, $m_c=0.258\,m_e$.

The couplings enter only through $\tau$, and $\tau$ contains $D_a^2$ and $S$. With equal phonon energies, no unstrained low-field mobility at any temperature can separate $D_f$ from $D_g$ in this model.

Unequal phonon energies spoil the combination $S$, but not the counting. Each squared coupling adds a non-negative rate, so raising it lowers $\mu$. Phonon absorption is possible at every energy when $T>0$, so one intervalley coupling can push $\mu$ continuously down to zero. Choose all the other couplings freely, provided that they alone leave $\mu$ above the measured value. The last one can then be adjusted to match it. One mobility selects a surface in the space of couplings, not a point.

## Three crystals with one mobility

Take $\alpha=0.5$ /eV, $\rho=2330$ kg/m³, $v_s=9000$ m/s and one effective phonon energy of 60 meV, all rough silicon-like values. Three sets are adjusted to 1400 cm²/Vs at 300 K. Couplings $D_f$ and $D_g$ are in $10^8$ eV/cm.

| Set | $D_a$ (eV) | $D_f$ | $D_g$ |
|---|---:|---:|---:|
| A | 9 | 6.58 | 6.58 |
| B | 9 | 3.29 | 13.17 |
| C | 11 | 4.26 | 4.26 |

A and B are the two crystals of the opening, up to rounding in the last digit. C has stronger acoustic scattering and only 0.418 times their $S$. Cooling to 150 K exposes C, whose mobility becomes 5087 cm²/Vs against 6835 for both A and B. It cannot tell A from B.

## Strain closes one channel

Biaxial tension in the $xy$ plane lowers the two $z$ valleys by an energy $\Delta$ relative to the other four. Let only this splitting change, with masses and couplings held fixed. An electron in a $z$ valley that makes an f transition arrives with kinetic energy $E\pm\hbar\omega-\Delta$. Its intervalley rate is

$$D_g^2\Lambda(E)+4D_f^2\frac{\pi}{\rho\omega}\left[nN(E+\hbar\omega-\Delta)+(n+1)N(E-\hbar\omega-\Delta)\right].$$

The second term vanishes for $E<\Delta-\hbar\omega$. When $\Delta$ is large compared with both $\hbar\omega$ and $k_BT$, nearly all electrons are in the $z$ valleys and below this threshold. Their mass in the plane is $m_t$, and

$$\mu_{\parallel}\to\frac{e}{k_BT}\left\langle\frac{2\gamma}{3m_t(1+2\alpha E)^2}\,\frac{1}{1/\tau_a+D_g^2\Lambda}\right\rangle_0 .$$

The f coupling has disappeared. At 300 K this limit is 3023 cm²/Vs for A and 2089 for B. At $\Delta=0.2$ eV the full expression already gives 3018 and 2088. Two materials with the same unstrained mobility now differ by a factor of 1.45.

The gain has two parts. The change of mass alone multiplies the mobility by $m_c/m_t=0.258/0.19=1.36$, which takes 1400 to about 1900 cm²/Vs. The remaining factor comes from reduced scattering: $3023/1900=1.59$ for A but only $2089/1900=1.10$ for B. Strain removes most of the intervalley scattering in A and little of it in B.

The relaxation-time formula can be compared with a simulation that does not assume it. In equilibrium, mobility also equals $(e/k_BT)\int_0^\infty\langle v_x(0)v_x(t)\rangle dt$. For set A at the smaller splitting of 0.05 eV, where all valleys matter, simulated velocity fluctuations give $1987\pm21$ cm²/Vs. The formula gives 1995.

A strained mobility added to the unstrained one still does not determine three couplings. Set C gives 2298 cm²/Vs at $\Delta=0.2$ eV, which lies between B and A. Keep $D_a=9$ eV and $S$ fixed, and move continuously from B to A. The strained mobility passes through 2298 on the way. That intermediate set agrees with C in both measurements at 300 K, yet at 150 K it has the unstrained mobility of A and B, not that of C.

## Hot carriers do not always help

It is tempting to suppose that a strong field must reveal what a weak one hides. Along [111] it does not separate $D_f$ from $D_g$ if the phonon energies are equal. A rotation by 120° about [111] leaves the force unchanged and exchanges the three valley axes. Opposite valleys have the same mass tensor, hence the same equation of motion in $u$ space. In the steady state, taken to be unique, all six valleys therefore have the same energy distribution.

Electrons enter a given valley from four f sources and one g source. Because the final direction is random, each source contributes its squared coupling times a functional $I$ of the energy distribution. The distributions are equal, so the sum is $4D_f^2I+D_g^2I=SI$. Scattering out is also governed by $S$. Nothing in this argument requires a weak field.

Simulation at 0.02 MV/cm and 300 K agrees. The velocities along [111] are $9.35\pm0.03$ for A and $9.38\pm0.03$ for B, in $10^6$ cm/s. The quoted uncertainties are statistical standard errors.

The same field does expose C. Its velocity is $8.37\times10^6$ cm/s, about 10 % below A, and its mean kinetic energy is 123 meV against 80 meV. Energy balance shows why C must have a different distribution. In the steady state the power $eFv$ gained from the field equals the net power given to phonons. Here only intervalley phonons carry energy away, so

$$eFv=S\,G,$$

where $G$ depends on the energy distribution alone. Hence

$$\frac{G_C}{G_A}=\frac{v_C/v_A}{S_C/S_A}=\frac{0.895}{0.418}=2.1 .$$

Per unit of $S$, the electrons in C must emit 2.1 times as much net power. They can do so by populating higher energies, where more final states are available. Low-field mobility counts how often direction is lost, and acoustic and intervalley events both count. Heating depends on how much energy is lost as well.

Along [100] the symmetry argument fails. The pair on the field axis has the heavy mass along the force and stays colder, while the other two pairs heat more. Let $p$ be the fraction of electrons in the cold pair, and let $r_c$ and $r_h$ be the mean f rates per final valley from cold and hot valleys. A cold electron has four hot destinations. A hot electron has two cold ones. The steady state requires

$$4pr_c=2(1-p)r_h,\qquad \frac{r_h}{r_c}=\frac{2p}{1-p}.$$

Equal filling would mean $p=1/3$. The simulation gives 0.406 for A and 0.439 for B, so $r_h/r_c$ is 1.37 and 1.57. The crystal with weaker f coupling has the stronger repopulation. This is possible because $D_f^2$ cancels in the ratio, leaving only the difference between the energy distributions. A plausible reading is that frequent f transfers carry energy between the valleys and make those distributions more alike. The velocities are 8.47 and 8.15, in $10^6$ cm/s. Their difference of $0.31\pm0.04$ is real within the model but amounts to only 4 %.

Strain and a strong enough field together reverse the low-field ranking; in this model the crossover lies between 0.005 and 0.01 MV/cm. At $\Delta=0.2$ eV, with the same field applied in the plane along [100], A reaches $9.9\times10^6$ cm/s and B reaches $11.4\times10^6$ cm/s. Set A had 45 % more mobility at low field and is now 13 % slower. Its mean kinetic energy is 152 meV, against 98 meV in B. The weak g coupling that lets A move easily near equilibrium also gives it a poor route for losing energy. Its hotter electrons then meet more final states within the $z$ valleys, and the nonparabolic band gives them less velocity for the same momentum. Some also reach the f channel, which opens at 140 meV for absorption and 260 meV for emission. That channel is not needed for the reversal: if it is closed in both sets, the electrons of A become hotter still and A remains the slower, although about 7 % of them then exceed 0.5 eV, where the simple band shape is doubtful.

## When the phonon energies differ

The equality of A and B at all temperatures rests on equal phonon energies. Give the f and g phonons 47 and 62 meV instead, keep $D_a=9$ eV, and again put 80 % or 20 % of $S$ into f scattering. Matching 1400 cm²/Vs at 300 K now requires different values of $S$. At 150 K the f-rich set gives 6357 cm²/Vs and the g-rich set 6635. At 400 K they give 765 and 739. Temperature now separates them, but by only about 4 %. At $\Delta=0.2$ eV and 300 K the mobilities are 3323 and 2316, still a factor of 1.43 apart.

## Beside real silicon

A mobility near 1400 cm²/Vs is roughly right for lightly doped bulk silicon at room temperature, and velocities near $10^7$ cm/s are of the right size for high fields. A splitting of 0.2 eV is roughly that of silicon grown on relaxed silicon-germanium with 30 % germanium. Real silicon has several f and g phonons, some of low energy. The single phonon used here absorbs their effects, so its couplings are effective parameters, and $D_g=13\times10^8$ eV/cm in B is on the high side.

Ionized impurities at $10^{14}$ cm⁻³ would lower the 1400 cm²/Vs of set A at 300 K by about 0.4 %. Their effect grows on cooling, so at 150 K it must be allowed for before a difference of a few per cent is attributed to the phonon couplings. Transistor channels break the bulk assumption far more severely: confinement, surface roughness and heavier doping commonly reduce mobility to a few hundred cm²/Vs. If such scattering dominates, and is the same for both sets, their mobility ratio under strain moves from 1.45 towards one. Confinement at a (001) surface also lowers two valleys without any strain, so even an unstrained channel mobility does not depend on $S$ alone.

At the hot-carrier field used here, in sets A, B and C with all channels open, at most about 0.1 % of the electrons exceed 0.5 eV, where the simple band shape becomes doubtful. Collision broadening, estimated as $\hbar$ times the scattering rate, is 6 meV for A along [111], or 8 % of the mean kinetic energy. These estimates reveal no gross failure of the model at this field. The model does leave out the energy lost to acoustic phonons, which would cool the hottest electrons, those of C and of A under strain, and change the size of the differences found. Its velocities are therefore not predictions for a particular device. The numerical output gives the remaining estimates.

For a model meant for strained or hot electrons, the calibration data must therefore respond to the couplings that matter there. Strained mobility constrains the division between f and g scattering once $D_a$ and the phonon energies are known. If the phonon energies are known, mobility over a range of temperatures constrains the division between acoustic and intervalley scattering. Velocity along [111] does so cleanly only when the f and g energies are equal. With 47 and 62 meV and $D_a=9$ eV, the f-rich and g-rich sets already differ by 8 % along [111] (8.5 and 9.2, in $10^6$ cm/s), so the f and g division must then be fixed separately.

## Table of computed values

```
Inputs (rough, silicon-like)
masses long, trans: 0.92, 0.19 m_e; alpha 0.5 /eV
density 2330 kg/m3; sound speed 9000 m/s
phonon f = g: 60 meV; occupation at 300 K 0.1089
target mobility 1400 cm2/Vs at 300 K
Couplings: D_a (eV); D_f, D_g, sqrt(S) (1e8 eV/cm)
  A  9.0; 6.58, 6.58, 14.72
  B  9.0; 3.29, 13.17, 14.72
  C  11.0; 4.26, 4.26, 9.52
  A2 9.0; 4.65, 4.65, 10.40
  B2 9.0; 3.03, 12.12, 13.55
  A2, B2 phonons f, g: 47, 62 meV
S ratio C/A: 0.418
Mobility (cm2/Vs): 150, 300, 400 K; strained 0.2 eV at 300 K
  A  6835, 1400, 724; 3018
  B  6835, 1400, 724; 2088
  C  5087, 1400, 806; 2298
  A2 6357, 1400, 765; 3323
  B2 6635, 1400, 739; 2316
strained ratio A/B 1.446; A2/B2 1.435
large-split limit A, B: 3023, 2089 cm2/Vs
Checks
golden-rule sum / formula: 1.0002
set A, split 0.05 eV, quadrature: 1995 cm2/Vs
same from fluctuations: 1987 +- 21 cm2/Vs
low-pair share simulated, Boltzmann: 0.785, 0.776
Hot carriers, field 0.02 MV/cm, 300 K
  run: velocity (1e6 cm/s), mean kinetic energy (meV)
  A111: 9.352 +- 0.032, 79.7 +- 0.2
  B111: 9.378 +- 0.033, 79.6 +- 0.2
  C111: 8.366 +- 0.029, 122.6 +- 0.4
  A100: 8.465 +- 0.025, 76.3 +- 0.1
  B100: 8.152 +- 0.029, 74.9 +- 0.2
  Astr: 9.922 +- 0.043, 152.3 +- 0.3
  Bstr: 11.412 +- 0.038, 98.0 +- 0.2
  v A111 - B111: -0.026 +- 0.046 1e6 cm/s
  v A100 - B100: 0.313 +- 0.038 1e6 cm/s
  v Astr - Bstr: -1.489 +- 0.058 1e6 cm/s
velocity ratio C111/A111: 0.895
cold-pair share A100: 0.406 +- 0.001 (equal: 0.333)
cold-pair share B100: 0.439 +- 0.003 (equal: 0.333)
Neglected effects
impurities at 1e14 /cm3: mobility -0.37 %
density / two-valley band density: 1.1e-05
thermal acoustic phonon energy: 3.9 meV
hbar x scattering rate, A111: 6.1 meV
largest share above 0.5 eV: 1.1e-03
interband tunnelling exponent: 1066
field / rough breakdown field 0.3 MV/cm: 0.067
self-heating in 1 ns, A111: 1.87 mK
```
